# Why more carrier gas can slow growth at fixed precursor feed: a numerical check

```python
# RESULT UNDER TEST
# At fixed precursor feed, pressure and temperature, extra carrier gas lowers
# the mean first-order surface rate:  J = F / (A + Q/k + Q/h).
# F: precursor feed (mol/s); A: reacting area (cm2); Q: volumetric flow (cm3/s)
# k: surface rate constant (cm/s); h: mass-transfer coefficient (cm/s)
# J: deposition flux (mol/cm2/s); D: diffusion coefficient (cm2/s)
# Exceptions tested: fixed mole fraction, fixed pumping speed, a depleted
# downstream edge, and self-inhibited kinetics r = k c/(1+b c)^2.
# Example parameters are rough round values for tin dioxide deposition
# from tetramethyltin in dry air at low pressure.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy import constants as const

R = const.R
torr = const.atm / 760
sccm = 1e-6 * const.atm / (R * 273.15) / 60       # mol/s
pressure = 5.0 * torr                              # Pa
temperature = 750.0                                # K
length, width, gap = 20.0, 20.0, 2.0               # cm
area = length * width
k_slow, k_fast = 0.5, 10.0                         # cm/s
diffusivity = 50.0                                 # cm2/s at 5 Torr
molar_volume = 22.0                                # cm3/mol of film
feed_sccm = 2.0
feed = feed_sccm * sccm
total_sccm = np.array([200.0, 500.0, 1000.0, 2000.0])
flows = total_sccm * sccm * R * temperature / pressure * 1e6
to_growth = molar_volume * 1e7 * 60                # flux to nm/min


def neumann_laplacian(n):
    diagonal = np.full(n, 2.0)
    diagonal[[0, -1]] = 1.0
    off = -np.ones(n - 1)
    return sp.diags([off, diagonal, off], [-1, 0, 1])


def wall_flux(k, flow, d_axial, d_cross, nx=80, ny=24):
    """Local deposition flux from the two-dimensional transport equation."""
    dx, dy = length / nx, gap / ny
    eta = (np.arange(ny) + 0.5) / ny
    speed = eta * (1 - eta)
    speed *= flow / (width * gap) / speed.mean()
    diagonal = np.zeros(nx)
    diagonal[[0, -1]] = 0.5
    half = np.full(nx - 1, 0.5)
    convection = sp.diags([-half, diagonal, half], [-1, 0, 1])
    k_cell = 1 / (1 / k + dy / (2 * d_cross))
    wall = np.zeros(ny)
    wall[0] = k_cell * dx
    matrix = (sp.kron(convection, sp.diags(speed * dy))
              + sp.kron(neumann_laplacian(nx), sp.eye(ny)) * d_axial * dy / dx
              + sp.kron(sp.eye(nx), neumann_laplacian(ny)) * d_cross * dx / dy
              + sp.kron(sp.eye(nx), sp.diags(wall)))
    source = np.zeros((nx, ny))
    source[0] = speed * dy * feed / flow
    c = spsolve(matrix.tocsc(), source.ravel()).reshape(nx, ny)
    return k_cell * c[:, 0]


def mixed_flux(k, flow):
    return feed / (area + flow / k)


def plug_flux(k, flow):
    return feed / area * (1 - np.exp(-k * area / flow))


# Limits of the transport equation against the two reactor formulas
for k in (k_slow, k_fast):
    numerical = wall_flux(k, flows[0], 1e6, 1e6).mean()
    assert abs(numerical / mixed_flux(k, flows[0]) - 1) < 2e-3
numerical = wall_flux(k_slow, flows[0], 0.3, 1e6).mean()
assert abs(numerical / plug_flux(k_slow, flows[0]) - 1) < 3e-3

# Example with real diffusion: fall with flow, bracketed by the formulas
fixed_feed = np.array([wall_flux(k_slow, q, diffusivity, diffusivity).mean()
                       for q in flows])
mixed = mixed_flux(k_slow, flows)
plug = plug_flux(k_slow, flows)
cross_ratio = k_slow * gap / diffusivity
assert np.all(np.diff(fixed_feed) < 0)
assert np.all(fixed_feed > mixed / (1 + cross_ratio))
assert np.all(fixed_feed < plug * 1.001)           # 0.1 % grid error allowed

# Fixed mole fraction: the feed grows in proportion to total flow
fixed_fraction = fixed_feed * flows / flows[0]
ceiling = k_slow * feed / flows[0]
assert np.all(np.diff(fixed_fraction) > 0)
assert fixed_fraction[-1] < ceiling
assert fixed_fraction[-1] > 0.95 * ceiling

# Fixed pumping speed: tenfold pressure, same volumetric flow, D ten times less
pressure_factor = total_sccm[-1] / total_sccm[0]
d_high = diffusivity / pressure_factor
pump_flux = wall_flux(k_slow, flows[0], d_high, d_high).mean()
assert abs(pump_flux / fixed_feed[0] - 1) < 0.10


# Series resistance and logarithmic slope, from the two coupled balances
def balance_flux(flow, h_reference, exponent, k):
    h = h_reference * (flow / flows[0]) ** exponent
    matrix = np.array([[flow + area * h, -area * h], [h, -(h + k)]])
    return k * np.linalg.solve(matrix, [feed, 0.0])[1]


step = 1e-4
for h_reference, k in ((0.3, 0.5), (5.0, 0.5), (0.3, 50.0)):
    m = 1 / 3
    q = flows[1]
    h = h_reference * (q / flows[0]) ** m
    direct = balance_flux(q, h_reference, m, k)
    assert abs(direct / (feed / (area + q / k + q / h)) - 1) < 1e-9
    slope = np.log(balance_flux(q * np.exp(step), h_reference, m, k)
                   / balance_flux(q * np.exp(-step), h_reference, m, k))
    slope /= 2 * step
    formula = -(q / k + (1 - m) * q / h) / (area + q / k + q / h)
    assert abs(slope - formula) < 1e-6

# Thin-layer transport exponent from laminar flow over a perfectly absorbing wall
n = 400
eta = (np.arange(n) + 0.5) / n
weight = eta * (1 - eta)
weight /= weight.sum()
stiffness = neumann_laplacian(n).toarray() * n
stiffness[0, 0] += 2 * n
decay, modes = eigh(stiffness, np.diag(weight))
amplitude = modes.T @ weight


def absorbed_fraction(scaled_length):              # D L/(mean speed * gap^2)
    return 1 - np.sum(amplitude**2 * np.exp(-decay * scaled_length))


transport_slope = -np.log(absorbed_fraction(4e-4)
                          / absorbed_fraction(2e-4)) / np.log(2)
assert abs(transport_slope + 2 / 3) < 0.02

# Faster surface: a depleted edge first gains from flow and then loses
edge = np.array([wall_flux(k_fast, q, diffusivity, diffusivity)[-1]
                 for q in flows])
fast_mean = np.array([wall_flux(k_fast, q, diffusivity, diffusivity).mean()
                      for q in flows])
assert edge[1] > edge[0] and edge[3] < edge[1]
assert np.all(np.diff(fast_mean) < 0)
best_flow = k_fast * area
trial = [wall_flux(k_fast, best_flow * f, 1.0, 1e6)[-1]
         for f in (0.8, 1.0, 1.25)]
assert trial[1] > trial[0] and trial[1] > trial[2]

# Self-inhibited surface: the balance is solved without linearization
inhibition = 3 * flows[0] / feed                   # b c_in = 3 at lowest flow


def inhibited_state(flow):
    def residual(c):
        return (flow * c + area * k_slow * c / (1 + inhibition * c)**2) / feed - 1
    c = brentq(residual, 0, feed / flow, xtol=1e-22, rtol=1e-13)
    return c, k_slow * c / (1 + inhibition * c)**2


for q in flows:
    c, rate = inhibited_state(q)
    order = (1 - inhibition * c) / (1 + inhibition * c)
    formula = -order * q / (q + area * order * rate / c)
    slope = np.log(inhibited_state(q * np.exp(step))[1]
                   / inhibited_state(q * np.exp(-step))[1]) / (2 * step)
    assert abs(slope - formula) < 1e-5
inhibited = np.array([inhibited_state(q)[1] for q in flows])
inhibited_bc = np.array([inhibition * inhibited_state(q)[0] for q in flows])
assert inhibited[1] > inhibited[0] and inhibited[3] < inhibited[1]

# Size of neglected effects; full oxidation uses eight O2 per tin atom
fraction = feed_sccm / total_sccm
consumed = fixed_feed * area / feed
oxygen_use = 8 * fraction[0] * consumed[0] / (0.21 * (1 - fraction[0]))
oxygen_change = (1 - fraction[-1]) / (1 - fraction[0]) - 1
viscosity = 3.5e-5                                 # Pa s, rough
mean_speed = flows / (width * gap)                 # cm/s
pressure_drop = (12 * viscosity * length * 1e-2 * mean_speed[-1] * 1e-2
                 / (gap * 1e-2)**2)
extra_heat = (total_sccm[-1] - total_sccm[0]) * sccm * 3.5 * R * 450
emissivity, activation_ev = 0.5, 1.0
cooling = (extra_heat / (area * 1e-4)
           / (4 * emissivity * const.sigma * temperature**3))
boltzmann_ev = const.k / const.e
cooling_loss = 1 - np.exp(-activation_ev / boltzmann_ev
                          * (1 / (temperature - cooling) - 1 / temperature))
residence = area * gap / flows


def row(label, values, digits=3):
    print(label + ": " + ", ".join(f"{v:.{digits}f}" for v in values))


print(f"Pressure: {pressure/torr:.1f} Torr; temperature: {temperature:.0f} K")
print(f"Precursor feed: {feed_sccm:.1f} sccm = {feed:.3e} mol/s")
print(f"Surface: {length:.0f} cm x {width:.0f} cm; gap: {gap:.1f} cm")
print(f"Surface constant k: {k_slow:.2f} cm/s; D: {diffusivity:.0f} cm2/s")
print(f"Film molar volume: {molar_volume:.1f} cm3/mol")
row("Total flow (sccm)", total_sccm, 0)
row("Volumetric flow Q (cm3/s)", flows, 0)
row("Precursor mole fraction (%)", 100 * fraction, 2)
row("Inlet partial pressure (mTorr)", fraction * pressure / torr * 1e3, 1)
print(f"k A: {k_slow*area:.0f} cm3/s")
print("Growth rates below are in nm/min, in order of total flow")
row("Fixed feed, 2D calculation", fixed_feed * to_growth)
row("Fixed feed, well-mixed formula", mixed * to_growth)
row("Fixed feed, plug-flow formula", plug * to_growth)
print(f"2D growth ratio, last/first: {fixed_feed[-1]/fixed_feed[0]:.4f}")
row("Precursor deposited, 2D (%)", 100 * consumed, 2)
row("Well-mixed slope dlnJ/dlnQ", -flows / (flows + k_slow * area))
row("Fixed mole fraction, 2D", fixed_fraction * to_growth)
print(f"Its no-depletion ceiling: {ceiling*to_growth:.3f} nm/min")
print(f"Fixed pump, {total_sccm[-1]:.0f} sccm: pressure "
      f"{pressure/torr*pressure_factor:.0f} Torr")
print(f"Fixed pump, same case: growth {pump_flux*to_growth:.3f} nm/min")
print(f"Transport-limited slope, fixed feed: {transport_slope:.4f}")
print(f"Transport-limited slope, fixed fraction: {1+transport_slope:.4f}")
print(f"Faster surface k: {k_fast:.1f} cm/s; k A: {best_flow:.0f} cm3/s")
row("Faster surface, mean growth", fast_mean * to_growth)
row("Faster surface, edge growth", edge * to_growth)
print(f"All-feed-deposited ceiling: {feed/area*to_growth:.2f} nm/min")
row("Self-inhibited growth", inhibited * to_growth)
row("Self-inhibited b c", inhibited_bc)
print(f"Transverse ratio k gap/D, 5 Torr: {cross_ratio:.4f}")
print(f"Transverse ratio, fixed pump case: {k_slow*gap/d_high:.3f}")
row("Axial Peclet number", mean_speed * length / diffusivity, 1)
print(f"Oxygen consumed at lowest flow: {100*oxygen_use:.2f} %")
print(f"Oxygen pressure change on dilution: {100*oxygen_change:.2f} %")
print(f"Viscosity: {viscosity:.1e} Pa s")
print(f"Pressure drop at highest flow: {pressure_drop:.3f} Pa")
print(f"Pressure drop / pressure: {100*pressure_drop/pressure:.3f} %")
print(f"Extra gas heating, 300 to 750 K: {extra_heat:.1f} W")
print(f"Emissivity: {emissivity:.1f}; activation: {activation_ev:.1f} eV")
print(f"Surface cooling without feedback: {cooling:.1f} K")
print(f"Further growth loss from cooling: {100*cooling_loss:.1f} %")
row("Residence time (s)", residence)
print(f"Gas loss constant rivaling wall: {k_slow/gap:.3f} 1/s")
print("PASS")
```

It prints:

```
Pressure: 5.0 Torr; temperature: 750 K
Precursor feed: 2.0 sccm = 1.487e-06 mol/s
Surface: 20 cm x 20 cm; gap: 2.0 cm
Surface constant k: 0.50 cm/s; D: 50 cm2/s
Film molar volume: 22.0 cm3/mol
Total flow (sccm): 200, 500, 1000, 2000
Volumetric flow Q (cm3/s): 1391, 3478, 6956, 13912
Precursor mole fraction (%): 1.00, 0.40, 0.20, 0.10
Inlet partial pressure (mTorr): 50.0, 20.0, 10.0, 5.0
k A: 200 cm3/s
Growth rates below are in nm/min, in order of total flow
Fixed feed, 2D calculation: 6.470, 2.719, 1.381, 0.696
Fixed feed, well-mixed formula: 6.169, 2.669, 1.372, 0.696
Fixed feed, plug-flow formula: 6.572, 2.743, 1.391, 0.700
2D growth ratio, last/first: 0.1075
Precursor deposited, 2D (%): 13.18, 5.54, 2.81, 1.42
Well-mixed slope dlnJ/dlnQ: -0.874, -0.946, -0.972, -0.986
Fixed mole fraction, 2D: 6.470, 6.797, 6.903, 6.956
Its no-depletion ceiling: 7.055 nm/min
Fixed pump, 2000 sccm: pressure 50 Torr
Fixed pump, same case: growth 6.160 nm/min
Transport-limited slope, fixed feed: -0.6634
Transport-limited slope, fixed fraction: 0.3366
Faster surface k: 10.0 cm/s; k A: 4000 cm3/s
Faster surface, mean growth: 43.561, 30.570, 19.254, 10.902
Faster surface, edge growth: 13.856, 18.574, 14.946, 9.554
All-feed-deposited ceiling: 49.08 nm/min
Self-inhibited growth: 0.443, 0.584, 0.550, 0.416
Self-inhibited b c: 2.973, 1.186, 0.593, 0.297
Transverse ratio k gap/D, 5 Torr: 0.0200
Transverse ratio, fixed pump case: 0.200
Axial Peclet number: 13.9, 34.8, 69.6, 139.1
Oxygen consumed at lowest flow: 5.07 %
Oxygen pressure change on dilution: 0.91 %
Viscosity: 3.5e-05 Pa s
Pressure drop at highest flow: 0.730 Pa
Pressure drop / pressure: 0.110 %
Extra gas heating, 300 to 750 K: 17.5 W
Emissivity: 0.5; activation: 1.0 eV
Surface cooling without feedback: 9.2 K
Further growth loss from cooling: 17.4 %
Residence time (s): 0.575, 0.230, 0.115, 0.058
Gas loss constant rivaling wall: 0.250 1/s
PASS
```
